# Growth-rate fluctuations from dopant striations by regularised inversion

## Definitions and conventions

A planar front advances into a melt at speed $V(t)>0$ and leaves a crystal of length $L$ after a time $T$. Depth in the crystal is $x$; distance ahead of the front, into the melt, is $z$. The dopant concentration in the melt is $C$, and the crystal takes up $C_S=kC(0)$ with constant $k<1$. The melt diffusivity is $D$. Diffusion in the solid, density change and lateral variation are left out. Far from the front $C=C_\infty$.

The mean speed is $V_0=L/T$. The unknown and the data are

$$w(x)=1-\frac{V_0}{V(x)},\qquad y(x)=\frac{C_S(x)}{\bar C_S}-1 .$$

For small fluctuations $w\approx(V-V_0)/V_0$. Because $\int dx/V=T$, the depth average of $w$ is zero.

In the algebra, lengths are in units of $D/V_0$, speeds in $V_0$ and times in $D/V_0^2$. No unit system then enters, so the formulas hold in atomic units as in any other. A Fourier component varies as $e^{iQx}$, where $Q=qD/V_0$ and $q$ is the angular frequency per unit depth.

## The melt equation in depth

For melt at rest, the time derivative at a fixed place is $C_t-VC_z$ in coordinates that move with the front. Diffusion therefore gives, before scaling, $C_t=DC_{zz}+VC_z$. At the front, freezing rejects the solute $V(1-k)C(0)$ per unit area and time, and diffusion must carry it away: $-DC_z(0)=V(1-k)C(0)$.

The profile is recorded against depth, so we use $dx=V\,dt$, hence $C_t=VC_x$. Dividing both equations by $V$ and scaling gives

$$C_x=(1-w)C_{zz}+C_z,\qquad (1-w)C_z+(1-k)C=0\ \text{ at } z=0. \tag{1}$$

The speed enters through the local value of $w$ alone. The accumulated displacement of the front does not appear, which is why the inversion is done in depth.

## A tiny example: four samples of a slow profile

Let the melt be unbounded and define its excess solute $M=\int_0^\infty(C-C_\infty)\,dz$. Integrating (1) over $z$, with no gradient far away,

$$\frac{dM}{dx}=C_\infty-\left[(1-w)C_z+C\right]_{z=0}=C_\infty-\left[-(1-k)C(0)+C(0)\right]=C_\infty-C_S. \tag{2}$$

The crystal is richer than $C_\infty$ where the solute layer is shrinking. Over a periodic record $M$ returns to its start, so $\bar C_S=C_\infty$.

If $w$ varies slowly, $C_x$ can be dropped from (1). The solution is $C=C_\infty+Be^{-z/(1-w)}$. The front condition reads $-B+(1-k)(C_\infty+B)=0$, so $B=C_\infty(1-k)/k$. The excess is $M=B(1-w)$, and (2) becomes

$$y=-\frac{1}{C_\infty}\frac{dM}{dx}=\frac{1-k}{k}\frac{dw}{dx},\qquad w=\frac{k}{1-k}\int y\,dx. \tag{3}$$

A faster front has a thinner layer; the crystal absorbs the difference while the layer thins. Slow inversion is an integration.

Take four samples at spacing $h$ whose measurement errors are $\varepsilon(1,1,-1,-1)$. Their running sums are $\varepsilon(1,2,1,0)$. Since $w$ has zero mean, subtract the average $\varepsilon$, leaving $\varepsilon(0,1,0,-1)$ with rms value $\varepsilon/\sqrt2$. The alternating errors $\varepsilon(1,-1,1,-1)$ have sums $\varepsilon(1,0,1,0)$; less their average, these are $\varepsilon(\tfrac12,-\tfrac12,\tfrac12,-\tfrac12)$, with rms value $\varepsilon/2$. Both results are multiplied by $hk/(1-k)$. Errors of equal size thus do more harm when they vary slowly.

## The transfer function

For faster changes, linearise (1) about the steady profile $C_0=A+Be^{-z}$. Its front condition gives $B=(1-k)C_0(0)$. Put $C=C_0+c$ and keep first order. With $C_0''=Be^{-z}$ and $C_0'(0)=-B$,

$$c_x=c_{zz}+c_z-wBe^{-z},\qquad c_z+(1-k)c=-wB\ \text{ at } z=0.$$

For one Fourier component, write $c=wB\,g(z)$, so that $iQg=g''+g'-e^{-z}$. Since $e^{-z}$ is annihilated by $g''+g'$, a particular solution is $-e^{-z}/(iQ)$. The homogeneous solutions are $e^{pz}$ and $e^{-(p+1)z}$, where

$$p(p+1)=iQ,\qquad p=\tfrac12\left(\sqrt{1+4iQ}-1\right),\qquad \mathrm{Re}\,p\ge0.$$

In an unbounded melt the growing solution is absent: $g=-e^{-z}/(iQ)+Re^{-(p+1)z}$. The front condition is

$$\frac1{iQ}-(p+1)R+(1-k)\left(R-\frac1{iQ}\right)=-1
\quad\Rightarrow\quad R=\frac{iQ+k}{iQ(p+k)}.$$

Hence

$$g(0)=\frac{iQ+k-(p+k)}{iQ(p+k)}=\frac{p^2}{p(p+1)(p+k)}.$$

Since $y=c(0)/C_0(0)=(1-k)w\,g(0)$, the result is $y_Q=H(Q)w_Q$ with

$$H(Q)=\frac{(1-k)p}{(p+1)(p+k)}. \tag{4}$$

At low $Q$, $p\approx iQ$ and $H\approx iQ(1-k)/k$, which is (3) again. This needs $Q\ll k$. At high $Q$, $p\approx\sqrt{iQ}$ and $H\approx(1-k)/\sqrt{iQ}$: the solute layer cannot follow. In an unstirred melt the profile is therefore a band-pass record of the growth rate. Since $H(0)=0$, a steady change of speed leaves the mean concentration unchanged; $V_0$ is therefore taken from $L/T$.

## A stirred melt: the second case

Stirring is often represented by a film of thickness $\delta$ with $C=C_\infty$ at its edge. Let $\Delta=V_0\delta/D$. Both homogeneous solutions are now needed:

$$g=-\frac{e^{-z}}{iQ}+Pe^{pz}+Re^{-(p+1)z}.$$

With $F=e^{-(1+p)\Delta}$ and $E=e^{-(2p+1)\Delta}$, the condition $g(\Delta)=0$ gives $P=F/(iQ)-ER$. The front condition, $k/(iQ)+1+(p+1-k)P-(p+k)R=0$, then yields

$$R=\frac{iQ+k+(p+1-k)F}{iQ\,K},\qquad K=p+k+(p+1-k)E.$$

The front value $g(0)=(F-1)/(iQ)+(1-E)R$ has the numerator

$$(F-1)K+(1-E)\left[iQ+k+(p+1-k)F\right]$$

over $iQK$. The terms in $F$ add to $(2p+1)F$. The terms in $E$ alone add to $-(p+1+iQ)E=-(p+1)^2E$. The rest is $iQ-p=p^2$. Thus

$$H=(1-k)\frac{p^2+(2p+1)F-(p+1)^2E}{p(p+1)K}. \tag{5}$$

For $p\to0$, $F\approx e^{-\Delta}(1-p\Delta)$ and $E\approx e^{-\Delta}(1-2p\Delta)$. The numerator tends to $p\Delta e^{-\Delta}$, so

$$H(0)=\frac{(1-k)\Delta e^{-\Delta}}{k+(1-k)e^{-\Delta}}.$$

With the film edge held at $C_\infty$, the zero is replaced by a plateau, and the noise amplification $1/|H|$ stays finite as $Q\to0$. In a finite molten zone of constant length, fed with material of uniform composition as fast as it freezes, the stirred bulk instead adjusts until the crystal takes up what is fed in, so the zero returns at long enough wavelengths. If the feed rate is held fixed instead, the zone length oscillates, and as long as that change stays small $|H|$ levels off at $(1-k)e^{-\Delta}/k$. For thick films the plateau is exponentially low.

Equation (5) takes the film thickness as constant. With the film edge held at $C_\infty$, slow changes affect $C_S$ only through the product $V\delta/D$. A slow relative change in $\delta$ then marks the crystal just as an equal relative change in $V$ would, and the profile alone cannot tell them apart.

## Noise amplification at low frequency

Let each of $n$ samples, at spacing $h=L/n$, carry an independent relative error of rms size $\sigma$. With Fourier coefficients defined as averages over the record, the noise power in each is $\sigma^2/n$. Division by $H$ multiplies the noise amplitude by $1/|H|$, or $k/[(1-k)Q]$ at low $Q$ in the unbounded melt. It grows in proportion to wavelength.

With $Q_m=2\pi m/L$, and a factor 2 for positive and negative frequencies, the low-band error is

$$\langle w^2\rangle=\frac{2\sigma^2}{n}\left(\frac{k}{1-k}\right)^2\frac{L^2}{4\pi^2}\sum_{m=1}^{\infty}\frac1{m^2}
=\sigma^2\left(\frac{k}{1-k}\right)^2\frac{hL}{12}, \tag{6}$$

because the sum is $\pi^2/6$. Its tail beyond mode $m$ is about $1/m$, so extending it beyond the low band costs little when the record has many slow modes. The rms error grows as $\sqrt L$, like a random walk.

Instruments also drift. Model the drift as a running sum of independent steps of rms size $\sigma Q_dh$, with the average step subtracted so that the drift is periodic like the record. (Without this, the jump between the ends would double the drift power in each coefficient.) Differencing neighbouring samples multiplies a component by $1-e^{-iQh}$, whose squared modulus is $4\sin^2(Qh/2)$. The total noise power per coefficient is therefore

$$S=\frac{\sigma^2}{n}\Gamma,\qquad \Gamma(Q)=1+\frac{(Q_dh)^2}{4\sin^2(Qh/2)}\approx1+\frac{Q_d^2}{Q^2}\quad(Qh\ll1).$$

At the knee $Q_d$, drift equals white noise. Far below it, the reconstructed error amplitude grows as wavelength squared in the unbounded melt.

## The regularised inverse

Choose $w_Q$ to minimise

$$\sum_Q\left[\frac{|y_Q-Hw_Q|^2}{\Gamma}+\alpha(1+Q^2)|w_Q|^2\right].$$

The penalty is the mean square of $w$ plus that of its scaled depth derivative. Setting the derivative with respect to $w_Q^*$ to zero gives $-H^*(y_Q-Hw_Q)/\Gamma+\alpha(1+Q^2)w_Q=0$, hence

$$\hat w_Q=f\frac{y_Q}{H},\qquad f=\frac{|H|^2}{|H|^2+\alpha\Gamma(1+Q^2)}. \tag{7}$$

The coefficient at $Q=0$ is set to zero. Inserting $y_Q=Hw_Q+\nu_Q$, where the noise $\nu_Q$ has zero mean and power $S$, gives $\hat w_Q-w_Q=(f-1)w_Q+f\nu_Q/H$ and

$$\langle|\hat w_Q-w_Q|^2\rangle=(1-f)^2|w_Q|^2+\frac{f^2S}{|H|^2}. \tag{8}$$

The first term is lost signal; the second is amplified noise.

To choose $\alpha$ without knowing $w$, consider the error of the predicted profile relative to the noise. Its expected value is $\sum[(1-f)^2|Hw_Q|^2/S+f^2]$. Since $\langle|y_Q|^2\rangle=|Hw_Q|^2+S$, an unbiased estimate at fixed $\alpha$ is

$$U(\alpha)=\sum_Q\left[(1-f)^2\left(\frac{|y_Q|^2}{S}-1\right)+f^2\right].$$

The procedure is then:

1. Subtract the mean of the profile, divide by it, and Fourier transform in depth.
2. Compute $H$ from (4) or (5), and find $\Gamma$ and $S$ from a separate noise measurement.
3. Minimise $U(\alpha)$, apply (7), and transform back.
4. Form $V=V_0/(1-w)$ and the growth clock $t(x)=x-\int_0^x w\,dx'$ (scaled).

To find the amplitude at angular frequency $\omega$ in time, use $(V-1)\,dt=w\,dx$ in scaled units. If the oscillations present complete whole numbers of periods in the record, the amplitude is $(2/L)\left|\int w\,e^{-i\omega t(x)}dx\right|$. Otherwise this is only an estimate, best when the record holds many periods.

## Worked example: phosphorus in silicon

The rough parameters are $k=0.35$, $D=2.5\times10^{-4}$ cm²/s and $V_0=50$ µm/s, so $D/V_0=0.5$ mm. The record has 2048 samples at 25 µm, or 51.2 mm. White noise is 0.5 % per sample and the drift knee is at 5 mm. The melt is taken as unstirred.

| Wavelength (mm) | $1/\lvert H\rvert$ | Noise (µm/s) | $f$ |
|---|---|---|---|
| 51.2 | 9.10 | 0.731 | 0.29 |
| 25.6 | 5.01 | 0.204 | 0.84 |
| 3.20 | 2.88 | 0.027 | 0.99 |
| 0.64 | 4.48 | 0.035 | 0.87 |
| 0.16 | 7.81 | 0.061 | 0.13 |

The noise column is the rms speed error in that one mode before regularisation. For the longest mode, $Q=0.0614$ and the slow law gives $|H|\approx0.0614\times0.65/0.35=0.114$, against 0.110 from (4). There $\Gamma\approx1+(51.2/5)^2\approx106$, and the noise is $50\times9.10\times0.005\sqrt{2\times106/2048}\approx0.73$ µm/s. Greatest sensitivity, $|H|=0.362$, lies at 5.3 mm.

For white noise alone, (6) estimates the part of the error that lies in the slow modes. Only the first one or two modes are slow here, so the estimate is rough. With $h=0.05$ and $L=102.4$ in scaled units it gives

$$50\times0.005\times\frac{0.35}{0.65}\sqrt{\frac{0.05\times102.4}{12}}=0.088\ \text{µm/s}.$$

A Monte Carlo test of this law, on 4000 records confined to $Q\le0.05$, gave 0.989 of the predicted rms value. For the longest mode with drift, 1000 records gave 1.033 times the low-frequency law.

The profile itself came from a nonlinear simulation of the moving front in time. Three speed oscillations were imposed, with periods of 512, 64 and 12.8 s and amplitudes of 1.5, 2.0 and 2.0 µm/s. Without noise, linear inversion erred by 4.3 % of the rms of $w$. With all amplitudes halved it erred by 2.1 %, as expected when the neglected terms are quadratic.

The growth clock matters. From the clean profile it returned 2.00 µm/s for the fastest oscillation, whereas reading depth as time gave 1.33 µm/s. The slow oscillation, of relative amplitude $1.5/50=0.03$, shifts the fast phase by up to $\phi=0.03\times512/12.8=1.2$ rad about its mean. Averaging $\cos(\phi\sin\theta)$ over the slow phase $\theta$ gives $1-\phi^2/4+\phi^4/64-\dots\approx0.67$, or 1.34 µm/s. The 64 s oscillation adds a shift of $0.04\times64/12.8=0.2$ rad and a factor 0.99, which brings this to 1.33 µm/s.

With noise, the selected $\alpha$ was $2.8\times10^{-4}$. The rms error of $V_0w$ fell from 2.43 µm/s without regularisation to 0.62 µm/s, against a true rms of 2.27 µm/s. Equation (8) predicts 0.57 µm/s at this $\alpha$; the best $\alpha$ would give 0.56. The many short-wavelength modes together dominate the unregularised error, although the longest mode is the noisiest in the table.

The gain exceeds one half from 0.31 to 40 mm. The recovered amplitudes are 1.19, 1.98 and 1.66 µm/s. The gain of 0.84 explains part of the slow component's shortfall; one noise realisation also shifts it. For the fast component, the gain of 0.87 alone would give about 1.75 µm/s; the effects of noise and clock error on the remainder were not separated.

## Beside a real crystal

These values are of the order used in float-zone growth of silicon, but an unstirred melt is far from typical: buoyancy, surface-tension flow and rotation stir a real zone. At a wavelength of 25.6 mm, with all else fixed, a 1 mm film raises $|H|$ from 0.200 to 0.398. Inversion with (4) would then overstate the slow fluctuation about twofold and also shift its phase by about 62°. A 2 mm film lowers $|H|$ slightly, to 0.186, so the change in amplitude has no fixed sign. The phase still shifts by about 33°, which alone makes the reconstructed component wrong by more than half its amplitude. Agreement in $|H|$ is therefore not enough to justify (4). Stirring must also be steady: with a 1 mm film at this wavelength, a 1 % oscillation of the film thickness would be read as a speed oscillation of about 1 % by inversion with (5), and of about 2 % by inversion with (4). Nor is (5) exact in a float zone: with a 1 mm film and a well-mixed zone 10 mm long, the response of the bulk composition moves the phase at this wavelength back towards that of (4), by 17° to 18° if the zone length is constant and by 6° to 7° if the feed rate is constant. Silicon's density change on freezing is taken roughly as a solid-to-melt ratio of 0.91, with $k$ read as a ratio of atomic fractions. Melt then meets the front at $0.91V$, and a crystal depth $x$ uses up a melt depth $0.91x$, so $Q$ is replaced by $Q/0.91^2$. This raises the slow $|H|$ by 15 %; a diffusivity 30 % larger raises it by 21 %, and one twice as large by 52 %. Melt diffusivities are uncertain enough that the value should be checked before slow amplitudes are trusted. If the growth rate varies across a crystal of 10 mm radius, radial diffusion acts at 0.30 of the slow oscillation's angular rate, and the front also bends. For the lowest axisymmetric variation in an unstirred melt, the two together raise the slow $|H|$ about threefold, so a one-dimensional inversion is then unreliable. At the 0.64 mm wavelength, by contrast, a 20 µm probe loses 0.16 % of the signal and solid diffusion about 0.01 %.

The simulated record is periodic; a measured one is not. Cutting the noise-free record to 42.5 mm raised the filtered error from 0.28 to 0.42 µm/s in its middle half and 0.45 µm/s near its ends. For this cut the middle suffers almost as much as the ends. Other cut lengths can leave much larger errors at the ends; discarding them then removes the worst part, but the middle may still be less accurate than in the uncut record. The remaining values are in the numerical output.

## Table of computed values

```
k = 0.35, D = 2.5e-04 cm2/s, V0 = 50 um/s (rough)
solute length D/V0 = 0.500 mm
record 51.2 mm, step 25 um, N = 2048
growth time = 1024 s
white noise = 0.50 %, drift knee = 5.0 mm
greatest |H| = 0.362 at 5.32 mm
wavelength mm | Q | |H| | 1/|H| | noise rms um/s | gain f
  51.20   0.0614  0.1099    9.10   0.7314   0.287
  25.60   0.1227  0.1997    5.01   0.2041   0.837
  12.80   0.2454  0.3043    3.29   0.0706   0.976
   3.20   0.9817  0.3473    2.88   0.0267   0.994
   0.64   4.9087  0.2232    4.48   0.0353   0.874
   0.16  19.6350  0.1281    7.81   0.0610   0.131
low-band random-walk law, white noise: 0.0879 um/s
Monte Carlo / random-walk law = 0.989
Monte Carlo / drift law, longest mode = 1.033
profile rms without noise = 1.241 %
true rms of V0*w = 2.270 um/s
noise-free linear inversion error = 4.29 % of rms
same at half amplitude = 2.14 % of rms
chosen alpha = 2.82e-04
error of V0*w, unregularised = 2.430 um/s
error of V0*w, regularised = 0.617 um/s
expected error at this alpha = 0.570 um/s
least expected error over alpha = 0.564 um/s
Monte Carlo / expected error = 0.999
gain above 1/2 from 0.313 to 40.3 mm
speed amplitudes um/s: period s | true | clean | depth=time | noisy
  512.00   1.500   1.497   1.497   1.189
   64.00   2.000   1.997   1.968   1.979
   12.80   2.000   2.000   1.327   1.656
Neglected effects; slow = 25.6 mm, fast = 0.64 mm
slow |H|, unbounded melt = 0.1997
film  1.0 mm: slow |H| = 0.3983, plateau = 4.02e-01
film  2.0 mm: slow |H| = 0.1861, plateau = 1.32e-01
film  5.0 mm: slow |H| = 0.1991, plateau = 8.43e-04
film 10.0 mm: slow |H| = 0.1997, plateau = 1.86e-05
density ratio 0.91: slow |H| +14.7 %
D larger by 30 %: slow |H| +20.6 %
radial diffusion / slow rate, R = 10 mm: 0.299
solid diffusion, D = 5e-11 cm2/s, 200 s: fast loss 9.6e-05
probe width 20 um: fast loss 0.16 %
d ln k/d ln V = 9.3e-05 (trapping speed 1 m/s)
supercooling limit at 1e+15 cm-3: G = 2.3e-04 K/cm
noise-free filtered error, periodic = 0.278 um/s
cut record 42.5 mm: middle half 0.418, end 5 % each 0.448 um/s
```
